# Mean Potential of a Crystal of Superposed Neutral Spherical Atoms

A calculation for a periodic crystal gives its electron energies relative to a reference inside the crystal. A work function or an ionization energy needs them relative to the vacuum outside, and an infinite crystal has no outside. A slab supplies one: its electrostatic potential can be set to zero far from the surface and followed inwards, where it oscillates strongly around the nuclei about a constant mean. The question is what fixes the height of that mean. For a slab assembled from neutral atoms with spherical electron densities that are not allowed to change, it can be answered in closed form, and the answer contains no property of the surface.

Let the atom $a$ have a point nucleus of charge $Z_a$ and a spherical electron number density $n_a(r)$ that integrates to $Z_a$. Hartree atomic units are used, and potentials are those felt by a positive unit charge, so that an electron has the opposite potential energy. Exchange and correlation are not part of this potential. The density of each atom is assumed to fall off exponentially at large distance, as that of a free atom does, and the slab is assumed much thicker than these tails.

Consider one atom and drop its label. The charge inside a sphere of radius $t$ is the nuclear charge less the electrons enclosed. Because the atom is neutral, this equals the number of electrons still outside:

$$
Q(t)=Z-\int_0^t 4\pi s^2 n(s)\,ds=\int_t^\infty 4\pi s^2 n(s)\,ds .
$$

By Gauss's law the radial field is $Q(t)/t^2$. With the potential zero at infinity,

$$
\phi(r)=\int_r^\infty \frac{Q(t)}{t^2}\,dt
=\int_r^\infty \frac{dt}{t^2}\int_t^\infty 4\pi s^2 n(s)\,ds .
$$

The double integral covers the region $r<t<s$. Doing the $t$ integral first, at fixed $s$, gives $\int_r^s dt/t^2=1/r-1/s$, and therefore

$$
\phi(r)=\int_r^\infty 4\pi s^2 n(s)\left(\frac1r-\frac1s\right)ds .
$$

Since $s>r$ throughout, the potential is nowhere negative. A positive test charge inside the atom feels a nucleus that is only partly screened. Outside the density the screening is complete, and the potential dies away with the density itself.

The volume integral of this potential is what a crystal average will need. Insert the last expression:

$$
\int\phi\,d^3r=4\pi\int_0^\infty r^2dr\int_r^\infty 4\pi s^2 n(s)\left(\frac1r-\frac1s\right)ds .
$$

The integrand is non-negative, so the order of integration may be exchanged. For fixed $s$ the radius $r$ then runs from $0$ to $s$, and the inner integral is

$$
\int_0^s\left(r-\frac{r^2}{s}\right)dr=\frac{s^2}{2}-\frac{s^2}{3}=\frac{s^2}{6}.
$$

Hence

$$
\int\phi\,d^3r=\frac{4\pi}{6}\int_0^\infty 4\pi s^4 n(s)\,ds=\frac{2\pi}{3}M,
\qquad M=\int r^2 n(r)\,d^3r .
$$

$M$ is the second radial moment of the electron density. The nucleus sits at $r=0$ and adds nothing to it.

Now superpose the atoms. Take a unit cell of volume $\Omega$ deep inside the slab. Its mean potential is $1/\Omega$ times the integral, over that cell, of the potentials of all atoms. Pick one kind of site and shift the origin to each of its atoms in turn. The one cell then appears as a set of translated cells, and in an infinite crystal these fill space once without overlap. The contributions of all the atoms on that kind of site therefore add up to the integral of a single atomic potential over all space. In the slab, the translations that would correspond to atoms beyond the two surfaces are missing. They would have contributed the part of $\phi$ farther from the nucleus than the depth of the cell, which is exponentially small. Summing over the sites in the cell gives

$$
V_0=\frac{2\pi}{3\Omega}\sum_{a\,\in\,\text{cell}}M_a .
$$

The zero of this potential is the vacuum level, because every term $\phi_a$ vanishes there. The average electrostatic energy of an electron in the interior is $-V_0$.

Neutrality of each atom is essential to this argument. If a spherical ion has net charge $q$, its potential tends to $q/r$, and the integral out to a radius $R$ grows as

$$
\int^{R}4\pi r^2\,\frac{q}{r}\,dr\simeq 2\pi qR^2 .
$$

The sum over ions can then no longer be unfolded ion by ion, even if the cell as a whole is neutral.

The same result can be read in reciprocal space, which shows where it goes missing in a periodic calculation. The Fourier transform of the atomic charge is $Z-f(q)$, where

$$
f(q)=\int_0^\infty 4\pi r^2n(r)\,\frac{\sin qr}{qr}\,dr
= Z-\frac{q^2}{6}M+\frac{q^4}{120}\int r^4n\,d^3r-\dots
$$

follows from $\sin x/x=1-x^2/6+x^4/120-\dots$. Poisson's equation divides the charge by $q^2/4\pi$:

$$
\phi(q)=\frac{4\pi\,[Z-f(q)]}{q^2}
=\frac{2\pi}{3}M-\frac{\pi q^2}{30}\int r^4n\,d^3r+\dots
$$

At $q=0$ the middle expression is zero divided by zero, but its limit is finite and equals the volume integral found above. If a periodic code sets the $\mathbf G=0$ component of the electrostatic potential to zero, the number it discards for superposed atoms is $V_0$.

For silicon the pieces can be computed. The free atom in its triplet state was treated with unrestricted Kohn–Sham theory, the PBE functional and the aug-cc-pVTZ basis, with all electrons and without relativity. Its open $p$ shell makes the density non-spherical, so the density was averaged over angles. This leaves $M$ unchanged, because $r^2$ does not depend on direction. Radial quadrature gives $M=32.107\ \text{bohr}^2$, and so

$$
\frac{2\pi}{3}M=2.0944\times32.107=67.245\ \text{hartree bohr}^3 .
$$

The reciprocal-space expression approaches this value from below, as the negative $q^2$ term requires: it is $57.75$ at $q=0.5\ \text{bohr}^{-1}$, $66.81$ at $0.1$ and $67.23$ at $0.02$, in the same unit.

Let the diamond-structure crystal have a cubic edge of $10.2$ bohr, a round value near that of the solid. The cubic cell has volume $1061.2\ \text{bohr}^3$ and holds eight atoms, so

$$
V_0=\frac{8\times67.245}{1061.2}=0.5069\ \text{hartree}/e=13.8\ \text{V}.
$$

Most of this comes from the outer part of the atom. Only about $2.5$ of the $14$ electrons lie beyond $2$ bohr from the nucleus, yet they supply about $80\%$ of $M$, because each electron is weighted by the square of its distance. The result is correspondingly sensitive to the atomic tail. Removing the diffuse functions, which turns the basis into cc-pVTZ, lowers $M$ to $31.51\ \text{bohr}^2$ and $V_0$ to $13.5$ V. Hartree–Fock theory in the larger basis gives $13.9$ V. Enlarging the basis to aug-cc-pVQZ lowers $M$ to $32.03\ \text{bohr}^2$ and $V_0$ to $0.5057$ hartree/$e$, so the digits beyond $M\approx32.0$–$32.1\ \text{bohr}^2$ and $V_0\approx13.8$ V belong to the aug-cc-pVTZ basis and are kept below only for consistency between the calculations. The choice of reference atom matters more: a spherical, spin-unpolarized PBE atom with fractional $p$ occupation, in a large uncontracted basis, gives $M=32.8\ \text{bohr}^2$ and $14.1$ V. These differences show the sensitivity to the atomic calculation; they do not bound its error.

The formula also gives the response to a change of volume when the atomic densities are held fixed. Since $V_0\propto1/\Omega$ and $\Omega$ is the cube of the edge $a_0$,

$$
\frac{dV_0}{V_0}=-3\,\frac{da_0}{a_0}
$$

to first order. Lengthening the edge by $1\%$ lowers $V_0$ by about $3\%$, or $0.4$ V. This is a shift of the mean electrostatic potential in the superposition model. It is not the shift of a band edge, which also contains the change of the band energy relative to that mean.

Nothing so far has referred to the orientation of the surface. A derivation for a slab shows why, and shows which assumption is responsible. Average the potential over planes parallel to the surface, and let $z$ be the coordinate along the normal. The lateral derivatives average to zero, leaving $\bar\phi''(z)=-4\pi\bar\rho(z)$, where $\rho$ is the charge density. Consider one layer containing one atom per surface area $A$, and measure $u$ along the normal from its nucleus. Let $\lambda(u)$ be the charge of the atom per unit length along the normal. Because $-2\pi|z-u|$ has second derivative $-4\pi\delta(z-u)$, the potential of the layer is

$$
P(z)=-\frac{2\pi}{A}\int\lambda(u)\,|z-u|\,du .
$$

Outside the charge, $|z-u|$ equals $z-u$ or $u-z$ for every $u$ that contributes. $P$ then vanishes on both sides, provided the atom has no net charge and no dipole along the normal. Integrate over $-\ell<z<\ell$, with $\ell$ beyond the charge:

$$
\int_{-\ell}^{\ell}|z-u|\,dz=\frac{(\ell+u)^2+(\ell-u)^2}{2}=\ell^2+u^2 .
$$

The $\ell^2$ term is multiplied by the total charge and drops out. What remains is

$$
\int P\,dz=-\frac{2\pi}{A}\int\rho\,u^2\,d^3r=+\frac{2\pi}{A}\int n\,u^2\,d^3r .
$$

The sign changes because electrons are negative and the nucleus lies at $u=0$. Stack such layers with a repeat distance $d$ along the normal, so that $\Omega=Ad$ is the volume of the repeating unit. Unfolding the layers as before gives the interior mean

$$
\bar V=\frac{2\pi}{\Omega}\sum_a\int n_a\,u^2\,d^3r .
$$

For a spherical density the three Cartesian second moments are equal, each being $M_a/3$, and $\bar V$ becomes $V_0$ whatever the direction of the normal. For a given $\Omega$, the order and spacing of the layers within the repeat do not enter either, so neither does the plane at which the crystal is cut.

For silicon this can be seen by building slabs about $60$ bohr thick from the averaged atoms, integrating the planar Poisson equation numerically inwards from vacuum, and averaging over one interior period. The (001) face, the (110) face and the two possible (111) cuts, one ending in a single layer and the other in a closely spaced double layer, all give $0.5069$ hartree/$e$. In this model, then, the electrostatic step into the crystal does not distinguish one face from another.

If the atoms are neutral and free of dipoles but not spherical, the moment along the normal is what enters, and the step differs between two faces whenever the sum of these moments over the cell differs between their normals. Take a simple cubic lattice of edge $6$ bohr, with nuclei of charge $4$ and four electrons per atom in a Gaussian density of standard deviations $1.0$, $1.0$ and $1.4$ bohr along the cube axes. The second moment along an axis is $4\sigma^2$, so

$$
\bar V=\frac{2\pi\times4\,\sigma^2}{6^3}.
$$

This is $0.2281$ hartree/$e$ for a surface normal to the long axis and $0.1164$ for one normal to a short axis. Averaging the atoms over angles before superposing them would give $0.1536$ for both. The charge density deep inside the unaveraged crystal is the same in the two slabs; what differs is its mean potential relative to the vacuum beyond the chosen face.

In practice a slab is itself repeated periodically, with vacuum between the copies. Let the supercell have area $A$ and height $L$, with enough vacuum for the atomic tails to vanish. Measured from vacuum, the superposed potentials integrate over the supercell to $(2\pi/3)\sum M_a$, the sum now running over all atoms of the slab in the supercell. Setting the $\mathbf G=0$ term to zero subtracts the mean of this potential everywhere, and the vacuum level appears at

$$
V_{\text{vac}}=-\frac{2\pi}{3AL}\sum_{a\,\in\,\text{slab}}M_a .
$$

For eight (001) layers of silicon, with one atom per layer, $A=52.02\ \text{bohr}^2$ and $L=80$ bohr,

$$
V_{\text{vac}}=-\frac{8\times67.245}{52.02\times80}=-0.1293\ \text{hartree}/e .
$$

The interior mean is lowered by the same amount, to $0.50693-0.12927=0.3777$ hartree/$e$. Both levels depend on how much vacuum was included, while their difference does not. It is this difference that connects a bulk calculation to vacuum. If a bulk level $\varepsilon$ is measured from the mean electrostatic energy of an electron, its energy relative to vacuum is $\varepsilon-\bar V$, with $\bar V$ the actual interior mean.

A pseudopotential changes the number to be used. Let the local ionic pseudopotential, as an electron's energy, be $v_{\text{loc}}(r)$, tending to $-Z_v/r$ outside the core, where $Z_v$ is the number of valence electrons. In the potential for a positive charge, the point-ion term $Z_v/r$ is replaced by $-v_{\text{loc}}$, which differs from it by $-(v_{\text{loc}}+Z_v/r)$. The volume integral for a neutral spherical pseudo-atom is therefore

$$
\int\phi_{\text{ps}}\,d^3r=\frac{2\pi}{3}M_v-\int\left(v_{\text{loc}}+\frac{Z_v}{r}\right)d^3r ,
$$

where $M_v$ is the second moment of its valence density. The mean local potential thus depends on the pseudopotential, and the bulk and slab calculations that are to be aligned must use the same one.

The main physical limit of the formula for $V_0$ is the superposition itself. In a real crystal the electrons rearrange, both in the bonds and at the surface. Let $\delta\rho$ be the change of charge density relative to the superposed atoms, and let $x$ be a coordinate along the outward normal, increasing towards the vacuum. The solution of the planar Poisson equation that vanishes in the vacuum is

$$
\delta\bar\phi(x)=-4\pi\int_x^\infty(x'-x)\,\delta\bar\rho(x')\,dx' .
$$

Differentiating once gives $4\pi\int_x^\infty\delta\bar\rho\,dx'$, and differentiating again gives $-4\pi\delta\bar\rho(x)$, as required. The average of $\delta\bar\phi$ over an interior period must be added to $V_0$. If the rearrangement is confined to a neutral surface region, the term in $x$ vanishes for points deep inside, and the interior moves by

$$
\Delta V=-4\pi p,\qquad p=\int x'\,\delta\bar\rho(x')\,dx' .
$$

Here $p$ is the outward dipole per unit area. Electrons that spill outwards make $p$ negative and so raise the interior potential. An electron inside then lies deeper below the vacuum level.

To see the size of the effect, move $0.05$ electrons per surface cell outwards by $1$ bohr at both faces of the (001) slab. Then $p=-0.05\times1/52.02=-0.00096\ e/\text{bohr}$, and

$$
\Delta V=4\pi\times0.00096=0.0121\ \text{hartree}/e=0.33\ \text{V}.
$$

The amount and distance are chosen, not computed for a silicon surface, and the rearrangement in the bonds of the interior, which also shifts the mean, is not estimated here, so $13.8$ V is the value of the superposition model and not of the real crystal. They show that a displacement involving a small fraction of one electron per surface atom shifts the levels by a few tenths of a volt. That is small beside the $13.8$ V of the superposed atoms, but it matters for a work function. The atomic moments contain no such term, so a difference in work function between two faces of the same crystal has to come from the rearranged charge when the reference atoms are spherical.
